\section*{Mean Ligand Release as the Logarithmic Derivative of a Binding Polynomial}

\section{Result and conventions}

A surface metal site M starts with $N$ exchangeable ligands L. A gas molecule AX delivers a ligand X and carries one L away as AL:
\begin{equation}
\mathrm{ML}_{N-j+1}\mathrm{X}_{j-1}+\mathrm{AX}\rightleftharpoons
\mathrm{ML}_{N-j}\mathrm{X}_{j}+\mathrm{AL},\qquad j=1,\dots,N .
\label{eq:reaction}
\end{equation}
Let $K_j$ be the equilibrium constant of step $j$, and define
\begin{equation}
x=\frac{a_{\rm AX}}{a_{\rm AL}},\qquad \beta_0=1,\qquad
\beta_k=\prod_{j=1}^{k}K_j,\qquad P(x)=\sum_{k=0}^{N}\beta_kx^k .
\label{eq:defs}
\end{equation}
The ratio $x$ is the exchange activity and $P$ is the binding polynomial. At equilibrium the mean number of released ligands per site is
\begin{equation}
\boxed{\;\langle k\rangle=\left(\frac{\partial\ln P}{\partial\ln x}\right)_{T,\{\beta_k\}}\;}
\label{eq:main}
\end{equation}

``Released'' means the number of original ligands missing from a site at a given moment. It is not the cumulative number of exchange events, which keeps growing at equilibrium because forward and reverse events continue. The gas is taken as ideal with one standard pressure for both species, so $a=p/p^\circ$ and $x=p_{\rm AX}/p_{\rm AL}$. These are the pressures at the surface, which may differ from those of the feed. The symbol $\beta_k$ denotes an equilibrium constant, not an inverse temperature.

\section{First derivation: mass action}

Let $\theta_k$ be the fraction of sites that have lost $k$ ligands. If the sites are equivalent and independent, they mix ideally and $\theta_k$ serves as the activity of that site species. Equilibrium of step $j$ then reads
\begin{equation}
K_j=\frac{\theta_j\,a_{\rm AL}}{\theta_{j-1}\,a_{\rm AX}}
\quad\Longrightarrow\quad \frac{\theta_j}{\theta_{j-1}}=K_jx .
\end{equation}
Multiplying the first $k$ of these ratios cancels every intermediate fraction:
\begin{equation}
\frac{\theta_k}{\theta_0}=\prod_{j=1}^{k}\frac{\theta_j}{\theta_{j-1}}
=\prod_{j=1}^{k}K_jx=\beta_kx^k .
\end{equation}
Every site is in one of the $N+1$ states, so $1=\sum_k\theta_k=\theta_0P$. Hence $\theta_0=1/P$ and
\begin{equation}
\theta_k=\frac{\beta_kx^k}{P(x)} .
\label{eq:theta}
\end{equation}
The mean follows from $x\,d(x^k)/dx=kx^k$:
\begin{equation}
\langle k\rangle=\sum_kk\theta_k=\frac{1}{P}\sum_kk\beta_kx^k
=\frac{x}{P}\frac{\partial P}{\partial x}=\frac{\partial\ln P}{\partial\ln x}.
\end{equation}
The constants were not differentiated, which is why they and the temperature are held fixed in Eq.~\eqref{eq:main}.

The derivative counts powers of $x$, and here each power stands for one released ligand. If one AX removed $\nu$ ligands together in a single product molecule, each power of $x$ would stand for $\nu$ ligands and the ligand number would be $\nu\,\partial\ln P/\partial\ln x$. If a ligand leaves without replacement, mass action gives $\theta_j/\theta_{j-1}=K_j/a_{\rm L}$, and the same algebra holds with $x=1/a_{\rm L}$.

\section{Second derivation: a surface in contact with a gas reservoir}

Now consider a whole surface of $M$ sites, without assuming that they are independent. A microstate $s$ specifies which ligand positions are exchanged. It has $n(s)$ exchanged ligands in total and free energy $F_s$, which includes the vibrations of the surface. Relative to the unexchanged surface, the gas has lost $n$ molecules of AX and gained $n$ of AL. For a gas much larger than the surface, its free energy is linear in this change:
\begin{equation}
F_{\rm gas}(n)=F_{\rm gas}(0)+n(\mu_{\rm AL}-\mu_{\rm AX}).
\end{equation}
The probability of $s$ is proportional to the Boltzmann factor of surface and gas together,
\begin{equation}
p_s\propto\exp\!\left[-\frac{F_s+n(s)(\mu_{\rm AL}-\mu_{\rm AX})}{k_BT}\right].
\end{equation}
Insert $\mu_i=\mu_i^\circ+k_BT\ln a_i$. The activity part of the exponent is $-n(\ln a_{\rm AL}-\ln a_{\rm AX})=n\ln x$. The standard part is absorbed in
\begin{equation}
G_s=F_s-F_0+n(s)(\mu^\circ_{\rm AL}-\mu^\circ_{\rm AX}),
\end{equation}
where $F_0$ belongs to the unexchanged surface. Thus
\begin{equation}
p_s=\frac{x^{n(s)}e^{-G_s/k_BT}}{\Xi},\qquad
\Xi=\sum_sx^{n(s)}e^{-G_s/k_BT}.
\label{eq:xi}
\end{equation}
Differentiating at fixed $T$ and $G_s$ gives
\begin{equation}
\frac{\partial\ln\Xi}{\partial\ln x}
=\frac{1}{\Xi}\sum_sn(s)x^{n(s)}e^{-G_s/k_BT}=\langle n\rangle .
\label{eq:whole}
\end{equation}
This is the identity for the whole surface. For independent, equivalent sites, $n$ and $G_s$ are sums over sites, so the sum over microstates factorizes into $\Xi=P^M$. Each site contributes
\begin{equation}
P=\sum_kx^k\beta_k,\qquad
\beta_k=\sum_{\sigma:\,k(\sigma)=k}e^{-G_\sigma/k_BT},
\end{equation}
where $\sigma$ runs over the arrangements of one site. Since $\ln\Xi=M\ln P$, dividing Eq.~\eqref{eq:whole} by $M$ returns Eq.~\eqref{eq:main}.

\section{What each derivation assumes}

Both derivations require equilibrium with respect to exchange. They differ in what else they need.

The mass-action route needs no microscopic model: measured or computed constants suffice. Its price is the assumption that all sites share the same constants and that these do not depend on the neighbours. On a surface with several kinds of site, each kind has its own $P$, and the ratios $\theta_j/(\theta_{j-1}x)$ measured over the whole surface vary with $x$. The gas need not be large compared with the surface, because mass action refers to the activities present at the end; there must only be enough sites and gas molecules for fluctuations in composition to be negligible. The reservoir route needs the Boltzmann distribution and, in the form above, a gas whose composition is unaffected by the surface. In return it allows coupled sites, and it expresses the constants through energies and numbers of arrangements.

The difference matters when neighbouring sites repel. Suppose that sites with $k$ and $k'$ released ligands have an additional energy $ukk'$. Then $\Xi$ no longer factorizes into single-site polynomials. Equation~\eqref{eq:whole} survives, while Eq.~\eqref{eq:main} with the isolated-site $P$ does not.

A small closed gas volume tests the other assumption. Let it initially hold $A$ molecules of AX and $B$ of AL per site, and let $m=\sum_kk\theta_k$. Exchange conserves the total number of gas molecules, so at fixed volume and temperature the free energy per site is, up to constants,
\begin{equation}
\frac{F}{k_BT}=\sum_k\theta_k\ln\frac{\theta_k}{\beta_k}
+(A-m)\ln(A-m)+(B+m)\ln(B+m).
\end{equation}
Minimize it with a multiplier $\lambda$ for $\sum_k\theta_k=1$. Because $\partial m/\partial\theta_k=k$,
\begin{equation}
\ln\frac{\theta_k}{\beta_k}+1+\lambda
-k[\ln(A-m)+1]+k[\ln(B+m)+1]=0 .
\end{equation}
The two terms $\mp k$ cancel, leaving $\theta_k\propto\beta_kx_f^k$ with
\begin{equation}
x_f=\frac{A-m}{B+m}.
\label{eq:closed}
\end{equation}
The identity therefore holds at the final ratio $x_f$, not at the feed ratio $A/B$.

\section{Consequences and limits}

\subsection{Slope, inversion and extremes}

Differentiating Eq.~\eqref{eq:theta} gives $\partial\theta_k/\partial\ln x=\theta_k(k-\langle k\rangle)$: the first term comes from $x^k$, the second from $1/P$. Therefore
\begin{equation}
\frac{\partial\langle k\rangle}{\partial\ln x}
=\sum_kk\theta_k(k-\langle k\rangle)
=\langle k^2\rangle-\langle k\rangle^2\ge0 .
\label{eq:var}
\end{equation}
At fixed temperature the equilibrium release curve cannot fall as $x$ rises. For independent, equivalent sites its slope is the variance of the number released from one site. For coupled or inequivalent sites, differentiating Eq.~\eqref{eq:whole} gives instead the variance of the total $n$ divided by $M$. This is still non-negative, but it generally differs from the spread of $k$ among the sites.

Since $P(0)=1$, integrating Eq.~\eqref{eq:main} gives
\begin{equation}
\ln P(x)=\int_0^x\frac{\langle k\rangle(x')}{x'}\,dx' .
\label{eq:int}
\end{equation}
The integrand is finite at the lower limit because $\langle k\rangle\simeq\beta_1x$ for small $x$. A complete equilibrium curve thus determines $P$ and its coefficients. At large $x$ the two highest terms dominate, $\theta_{N-1}/\theta_N=1/(K_Nx)$, and
\begin{equation}
\langle k\rangle\simeq N-\frac{1}{K_Nx}.
\end{equation}
To leading order, the first constant alone sets the mean at sufficiently small $x$, and the last one alone sets its distance from $N$ at sufficiently large $x$. When exchange is strongly cooperative, these limits are reached only in the far tails, and the visible onset and completion depend on all the constants.

\subsection{Three positions with pair repulsion}

Let $N=3$, let each exchanged position cost $\varepsilon$, and let each pair of exchanged positions on a site cost an additional $w$. There are $\binom3k$ arrangements with $k$ exchanged positions, each containing $k(k-1)/2$ pairs, so
\begin{equation}
\beta_k=\binom3k e^{-E_k/k_BT},\qquad E_k=k\varepsilon+\tfrac12k(k-1)w .
\label{eq:model}
\end{equation}
For $w=0$ put $q=xe^{-\varepsilon/k_BT}$. The binomial theorem gives $P=(1+q)^3$, and since $\partial\ln q/\partial\ln x=1$,
\begin{equation}
\langle k\rangle=\frac{3q}{1+q}.
\end{equation}
This is three independent Langmuir positions.

For general $w$, choose $x_{1/2}=e^{(\varepsilon+w)/k_BT}$. The exponent of term $k$ becomes
\begin{equation}
\frac{k(\varepsilon+w)-k\varepsilon-\frac12k(k-1)w}{k_BT}
=\frac{k(3-k)w}{2k_BT}.
\end{equation}
It is unchanged by $k\to3-k$. With $r=e^{w/k_BT}$ the four terms are $1,3r,3r,1$, so $\langle k\rangle=3/2$. The squared deviations from this mean are $9/4,1/4,1/4,9/4$, and the slope is
\begin{equation}
\left.\frac{\partial\langle k\rangle}{\partial\ln x}\right|_{1/2}
=\frac{2(9/4)+6r(1/4)}{2+6r}=\frac{9+3r}{4+12r}.
\label{eq:half}
\end{equation}
For $r=1$ this is $3/4$. Strong repulsion, $r\to\infty$, leaves only $k=1$ and $k=2$ and gives $1/4$. Strong attraction, $r\to0$, leaves only $k=0$ and $k=3$ and gives $9/4$. Repulsion broadens the release curve; attraction makes exchange more nearly all-or-none.

\subsection{Changing the temperature}

Let $H_k$ be the reaction enthalpy for releasing $k$ ligands. The van 't Hoff relation $d\ln\beta_k/dT=H_k/(k_BT^2)$ gives $(\partial\ln P/\partial T)_x=\langle H\rangle/(k_BT^2)$. If $T$ varies along a path in $x$, the total derivative is therefore
\begin{equation}
\frac{d\ln P}{d\ln x}=\langle k\rangle+
\frac{\langle H\rangle}{k_BT^2}\frac{dT}{d\ln x},
\end{equation}
which is not the mean release unless the last term vanishes. At fixed $x$, the same relation gives $\partial\theta_k/\partial T=\theta_k(H_k-\langle H\rangle)/(k_BT^2)$ and
\begin{equation}
\left(\frac{\partial\langle k\rangle}{\partial T}\right)_x
=\frac{\langle kH\rangle-\langle k\rangle\langle H\rangle}{k_BT^2}.
\label{eq:temp}
\end{equation}

\section{Worked example}

Take Eq.~\eqref{eq:model} with $\varepsilon=0.15$~eV and $w=0.03$~eV, at $T=523$~K, where $k_BT=0.04507$~eV. Both energies are treated as independent of temperature, so $H_k=E_k$. The pressures are $p_{\rm AX}=0.05$~Torr and $p_{\rm AL}=0.001$~Torr, hence $x=50$. The step constants are
\begin{align}
K_1&=3e^{-\varepsilon/k_BT}=0.10757,\\
K_2&=e^{-(\varepsilon+w)/k_BT}=0.01843,\\
K_3&=\tfrac13e^{-(\varepsilon+2w)/k_BT}=0.00316 .
\end{align}
The prefactors $3,1,\frac13$ are the ratios of successive numbers of arrangements. The polynomial and the mean are
\begin{align}
P&=1+5.3783+4.9555+0.7822=12.116,\\
\langle k\rangle&=\frac{5.3783+2(4.9555)+3(0.7822)}{12.116}=1.456 .
\end{align}
About 8\,\% of the sites have lost no ligand, 44\,\% one, 41\,\% two and 6\,\% three. With 5 sites per nm$^2$, the released density is 7.28~nm$^{-2}$.

A kinetic consistency check used the eight arrangements, with the same energies, as a reaction network. The three positions had unequal rate prefactors of 10, 25 and 60~s$^{-1}$\,Torr$^{-1}$, and the forward and reverse rates obeyed detailed balance. Its stationary mean was also 1.4556. The prefactors affect the approach to equilibrium but not the equilibrium itself. Integrating the release curve by Eq.~\eqref{eq:int} gave $\ln P=2.4945$, equal to the logarithm of the polynomial.

The variance is 0.542, so a 10\,\% rise in $x$ increases the mean by about $0.542\ln1.1=0.052$. Without pair repulsion, at the same $x$, the mean would be 1.926. Half exchange occurs at $x_{1/2}=54.3$, close to the operating point; the slope there is 0.543, compared with 0.750 at the half-exchange point for $w=0$.

\section{How far the number can be trusted}

\subsection{Errors in the equilibrium inputs}

Raising $\varepsilon$ by $\delta$ multiplies $\beta_k$ by $e^{-k\delta/k_BT}$, which is equivalent to replacing $x$ by $xe^{-\delta/k_BT}$. For $\delta=0.05$~eV the mean falls to 0.88; for $\delta=-0.05$~eV it rises to 2.04. An energy error of this size therefore moves the mean by almost 0.6 ligand per site.

Heating by 20~K at fixed $x$ raises the mean to 1.54. Equation~\eqref{eq:temp} gives 0.0041 per kelvin at 523~K, or 0.082 for 20~K, against the computed change of 0.080. The sign is positive because sites with more exchanged ligands have higher enthalpy in this model, where $\varepsilon$ carries no entropy. If the same free energy at 523~K included a reaction entropy $\Delta S$ per exchange, $H_k$ would gain $kT\Delta S$ with $k$ the number released, and $\Delta S$ below about $-4k_B$ would reverse the sign. Suppose that 0.05~Torr is the pressure AX would have without association, and that 30\,\% of its molecules are bound in unreactive dimers while AL is unaffected. Then $x$ drops to 35 and the mean to 1.26.

With a neighbour coupling $u=0.01$~eV, a six-site ring has a mean of 1.18 per site, 19\,\% below the isolated-site value. Each site of the ring has only two neighbours; on a two-dimensional lattice with four or six, the same $u$ lowers the mean further. Enumeration of the ring agrees with the logarithmic derivative of its own partition function, as Eq.~\eqref{eq:whole} requires.

\subsection{By-product, dose time and removal}

In a closed gas gap of 5~cm above one surface, there are initially $A=9.232$ AX molecules per site and $B=A/50=0.185$ AL molecules. Direct minimization of the free energy gives $m=0.660$. Equation~\eqref{eq:closed} then yields
\begin{equation}
x_f=\frac{9.232-0.660}{0.185+0.660}\simeq10.1 .
\end{equation}
The release of AL, together with the smaller loss of AX, lowers the exchange activity about fivefold. Using the feed ratio would predict 1.456, more than twice the actual equilibrium release.

A finite dose can also stop short of equilibrium. For a molecular mass of 100~u, AX strikes the surface $1.54\times10^4$ times per site per second. Assume a reaction probability of $10^{-4}$, shared among three positions; the forward rate is then $0.512$~s$^{-1}$ per position. With this rate the same for every arrangement, reverse rates set by detailed balance and both pressures held fixed, an initially unexchanged surface reaches a mean of 1.00 after 1~s, or 69\,\% of its equilibrium value. Holding $p_{\rm AL}$ fixed is demanding: the initial release of $3\times0.512\simeq1.5$ AL per site per second matches the 0.185 AL per site in a 5~cm gap within about 0.1~s, so AL must be pumped away much faster than that, or the dose falls shorter still.

Etching breaks equilibrium more fundamentally, because surface metal leaves in a volatile product. Suppose that only fully exchanged sites leave, at 10~s$^{-1}$, and that each exposes a fresh, unexchanged site. With the dose model's exchange rates, the stationary mean on the surface falls to 1.18. Removal occurs 0.128 times per site per second, so the fully exchanged fraction is $0.128/10=1.3\,\%$, compared with 6.5\,\% at equilibrium. Each removal takes away a site that has lost three ligands, giving a sustained net release of $3\times0.128=0.38$ ligand per site per second. This rate cannot be obtained from $P$, which describes an equilibrium composition. The steady state takes a few seconds to establish, longer than the one-second dose, and an endless supply of fresh sites describes continuous etching, not a self-limiting step that stops when the modified layer is consumed.

\subsection{Comparison with a real process}

The temperature, AX pressure, precursor mass and one-second dose are chosen to resemble thermal atomic layer etching by ligand exchange with an organometallic chloride; they are not taken from a particular experiment. The exchange energies, neighbour coupling, reaction probability and removal rate are model choices, not data for a material. The AL pressure is also chosen: in a flow reactor it depends on by-product generation and pumping, and fast removal of AL while AX is still supplied can make $x$ much larger than 50. Once $x$ far exceeds $1/K_3$, about 320 here, the equilibrium mean approaches three, while reaction rates, dose time and product removal can limit the exchange actually reached. For the numbers used here, the closed gap shifts the mean by $-0.80$, the short dose by $-0.46$ and steady volatile removal by $-0.27$, each considered separately. The value 1.456 is thus a reference for a reversible surface at a known gas ratio, not a predicted etch amount per cycle. The complete values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
temperature: 523 K
thermal energy kT: 0.04507 eV
free energy per exchanged position eps: 0.15 eV
energy per exchanged pair w: 0.03 eV
pressure of AX: 0.050 Torr
pressure of AL: 0.001 Torr
exchange activity x: 50.0
step constant K_1: 0.10757
step constant K_2: 0.01843
step constant K_3: 0.00316
cumulative constant beta_1: 1.0757e-01
cumulative constant beta_2: 1.9822e-03
cumulative constant beta_3: 6.2576e-06
term beta_0 x^0: 1.0000
term beta_1 x^1: 5.3783
term beta_2 x^2: 4.9555
term beta_3 x^3: 0.7822
binding polynomial P: 12.1160
fraction of sites with 0 released: 0.0825
fraction of sites with 1 released: 0.4439
fraction of sites with 2 released: 0.4090
fraction of sites with 3 released: 0.0646
mean released, d ln P/d ln x: 1.4556 per site
mean released, reaction network: 1.4556 per site
released ligand density: 7.278 nm^-2
variance of released number: 0.5422
slope d mean/d ln x: 0.5422
ln P from polynomial: 2.4945
ln P from integrated release curve: 2.4945
mean released with w = 0: 1.9258 per site
x at half exchange: 54.27
slope at half exchange: 0.5425
slope at half exchange with w = 0: 0.7500
temperature slope at fixed x: 0.00411 per site per K
mean if eps is 0.05 eV higher: 0.8787 per site
mean if eps is 0.05 eV lower: 2.0414 per site
mean at 20 K higher temperature: 1.5358 per site
mean if 30 % of AX is in dimers: 1.2633 per site
site coupling u: 0.01 eV
mean on coupled six-site ring: 1.1770 per site
closed reactor gap: 5.0 cm
AX molecules in gap: 9.232 per site
final x in closed gap: 10.148
mean in closed gap: 0.6600 per site
AX impingement: 1.536e+04 per site per s
assumed reaction probability: 1.0e-04
largest reverse reaction probability: 0.0106
forward rate per position: 0.5120 s^-1
mean after 1 s dose: 0.9976 per site
removal rate of fully exchanged site: 10.0 s^-1
mean on surface during steady removal: 1.1830 per site
steady removal events: 0.1278 per site per s
\end{verbatim}
